# Making the kinetic-energy density of a meta-GGA gauge invariant

A meta-GGA takes the density, its gradient and the orbital kinetic-energy density as input. In a magnetic field, or in a state that carries current, the orbitals are in general complex, and their phases depend on the gauge. This problem asks what the functional must then be given.

Atomic units are used, and the electron has charge \(-1\), so the one-electron Hamiltonian is \(\tfrac12(\mathbf p+\mathbf A)^2+v\) with \(\mathbf p=-i\nabla\). Spins are collinear. For the occupied orbitals \(\varphi_i\) of one spin, define

\[
n=\sum_i|\varphi_i|^2,\qquad \tau=\tfrac12\sum_i|\nabla\varphi_i|^2,\qquad \mathbf j=\operatorname{Im}\sum_i\varphi_i^*\nabla\varphi_i .
\]

Here \(\mathbf j\) is the paramagnetic current density; the physical particle current is \(\mathbf j+n\mathbf A\). A gauge change with a smooth real function \(\chi(\mathbf r)\) is \(\mathbf A\to\mathbf A+\nabla\chi\), \(\varphi_i\to e^{-i\chi}\varphi_i\). All statements are made where \(n>0\).

**(a) How do \(n\), \(\mathbf j\) and \(\tau\) change under a gauge change?**

*Solution.* The phase drops out of \(|\varphi_i|^2\), so \(n\) is unchanged. The gradient becomes

\[
\nabla(e^{-i\chi}\varphi_i)=e^{-i\chi}(\nabla\varphi_i-i\varphi_i\nabla\chi).
\]

Multiplying by \(e^{i\chi}\varphi_i^*\), summing and taking the imaginary part gives

\[
\mathbf j'=\mathbf j-n\nabla\chi .
\]

The physical current is therefore invariant, since \(n\mathbf A\) gains \(+n\nabla\chi\). For the kinetic-energy density,

\[
|\nabla\varphi_i-i\varphi_i\nabla\chi|^2=|\nabla\varphi_i|^2+|\varphi_i|^2|\nabla\chi|^2+2\operatorname{Re}\left[i\varphi_i^*\nabla\chi\cdot\nabla\varphi_i\right].
\]

Because \(\operatorname{Re}(iz)=-\operatorname{Im}z\), half the sum over orbitals is

\[
\tau'=\tau-\mathbf j\cdot\nabla\chi+\tfrac12n|\nabla\chi|^2 .
\]

So \(\tau\) depends on the gauge, and so in general does any energy computed from it.

**(b) Find the constant \(c\) for which \(\tau-c|\mathbf j|^2/n\) is gauge invariant. Is this the only invariant available?**

*Solution.* From part (a),

\[
\frac{|\mathbf j'|^2}{n}=\frac{|\mathbf j|^2}{n}-2\mathbf j\cdot\nabla\chi+n|\nabla\chi|^2 .
\]

The \(\chi\)-dependent terms of \(\tau'\) are half of those here, so they cancel for every \(\chi\) if and only if \(c=\tfrac12\):

\[
\boxed{\tilde\tau=\tau-\frac{|\mathbf j|^2}{2n}}
\]

The factor 2 belongs to the \(\tfrac12\) in the definition of \(\tau\). With \(\tau\) defined without that \(\tfrac12\), one would subtract \(|\mathbf j|^2/n\).

As a numerical case take the three orbitals \((1+0.3ix)e^{-0.5r^2}\), \((x+iy)e^{-0.4r^2}\) and \((z+0.5ixy)e^{-0.3r^2}\), with \(\chi=0.7x-0.4yz+0.3\sin y\). They need not be orthonormal, because the algebra did not use orthonormality. At \((0.5,-0.3,0.4)\) bohr, \(n=0.9708\), and before and after the gauge change

\[
1.0300-\frac{0.5341^2}{2(0.9708)}=0.8831,\qquad 0.9871-\frac{0.4494^2}{2(0.9708)}=0.8831 .
\]

The invariant is not unique. The physical kinetic-energy density also qualifies:

\[
\tfrac12\sum_i|(\nabla+i\mathbf A)\varphi_i|^2=\tau+\mathbf A\cdot\mathbf j+\tfrac12n|\mathbf A|^2=\tilde\tau+\frac{|\mathbf j+n\mathbf A|^2}{2n}.
\]

The last step can be checked by expanding the square. So \(\tilde\tau\) is the physical kinetic-energy density minus that of the local drift at velocity \((\mathbf j+n\mathbf A)/n\). A third invariant is \(\nabla\times(\mathbf j/n)\), because \(\mathbf j/n\) changes by a pure gradient. Gauge invariance is thus a necessary condition on the functional's input, and a further argument is needed to choose among the invariants.

**(c) What does the exchange hole say about the choice?**

*Solution.* Let \(\gamma=\sum_i\varphi_i^*(\mathbf r)\varphi_i(\mathbf r+\mathbf s)\). In a single determinant, an electron at \(\mathbf r\) sees other electrons of its own spin at \(\mathbf r+\mathbf s\) with density

\[
P(\mathbf r,\mathbf s)=n(\mathbf r+\mathbf s)-\frac{|\gamma|^2}{n(\mathbf r)} .
\]

A gauge change only multiplies \(\gamma\) by a phase, so \(P\) is invariant. Expand for small \(\mathbf s\), with \(\mathbf a=\sum_i\varphi_i^*\nabla\varphi_i=\tfrac12\nabla n+i\mathbf j\) and \(b=\sum_i\varphi_i^*(\mathbf s\cdot\nabla)^2\varphi_i\):

\[
\gamma=n+\mathbf s\cdot\mathbf a+\tfrac12b+\dots,\qquad
\frac{|\gamma|^2}{n}=n+\mathbf s\cdot\nabla n+\operatorname{Re}b+\frac{|\mathbf s\cdot\mathbf a|^2}{n}+\dots
\]

The density itself expands as

\[
n(\mathbf r+\mathbf s)=n+\mathbf s\cdot\nabla n+\operatorname{Re}b+\sum_i|\mathbf s\cdot\nabla\varphi_i|^2+\dots,
\]

because \(\tfrac12(\mathbf s\cdot\nabla)^2|\varphi_i|^2=\operatorname{Re}[\varphi_i^*(\mathbf s\cdot\nabla)^2\varphi_i]+|\mathbf s\cdot\nabla\varphi_i|^2\). On subtraction two terms survive. Averaging over directions replaces \(s_ks_l\) by \(s^2\delta_{kl}/3\) and removes odd orders:

\[
\langle P\rangle=\frac{s^2}{3}\left[2\tau-\frac{\tfrac14|\nabla n|^2+|\mathbf j|^2}{n}\right]+O(s^4)
=\frac{2s^2}{3}(\tilde\tau-\tau_W)+O(s^4),\quad \tau_W=\frac{|\nabla n|^2}{8n}.
\]

The short-range shape of the exchange hole therefore contains \(\tilde\tau\). For the model orbitals of part (b), this coefficient was also computed from finite displacements of \(\gamma\) at 21 points; it agreed with the formula to \(1.1\times10^{-8}\) atomic units.

A drifting electron gas separates the candidates. With \(\mathbf A=0\), multiply every orbital by \(e^{i\mathbf v\cdot\mathbf r}\). This is a different physical state, moving at velocity \(\mathbf v\), yet \(|\gamma|^2\), and with it the exchange energy, is the same. The physical kinetic-energy density of a gas initially at rest rises by \(\tfrac12nv^2\), whereas \(\tilde\tau\) stays put. An exchange functional given the physical kinetic-energy density in place of \(\tau\) would in general assign a false exchange energy to the drift.

**(d) How small can \(\tilde\tau\) be, and what follows for a single orbital that carries current?**

*Solution.* Apply the Cauchy–Schwarz inequality to each Cartesian component of \(\mathbf a\), \(|a_k|^2\le n\sum_i|\partial_k\varphi_i|^2\), and add the components:

\[
\tfrac14|\nabla n|^2+|\mathbf j|^2\le2n\tau\quad\Longrightarrow\quad\tilde\tau\ge\tau_W .
\]

With one orbital, each component is an equality, so \(\tilde\tau=\tau_W\). The inequality also shows that \(|\mathbf j|^2/(2n)\le\tau\), so the subtracted term stays bounded where \(n\) becomes small.

A meta-GGA can tell one-orbital regions from uniform ones through

\[
\alpha=\frac{\tilde\tau-\tau_W}{\tau_{\rm unif}},\qquad \tau_{\rm unif}=\tfrac{3}{10}(6\pi^2)^{2/3}n^{5/3},
\]

written here for one spin. It is zero for one orbital and one for the uniform gas at rest, and the bound keeps it non-negative.

Take the hydrogen orbital \(2p_{+1}\), \(\varphi=(x+iy)e^{-r/2}/(8\sqrt\pi)\), at \((2,0,0)\) bohr. There \(\partial_x\varphi\propto1-x/2=0\) and \(\partial_z\varphi=0\), while \(|\partial_y\varphi|^2=|\varphi|^2/x^2=n/4\). Hence \(\tau=n/8\). The density has zero gradient at this point, so \(\tau_W=0\). The phase is the azimuthal angle, which gives \(|\mathbf j|=n/2\) and \(|\mathbf j|^2/(2n)=n/8\). Thus \(\tilde\tau=0\) and \(\alpha=0\), as one orbital requires. Without the subtraction, \(n=2.692\times10^{-3}\) gives

\[
\alpha_{\rm plain}=\frac{3.366\times10^{-4}}{2.375\times10^{-4}}=1.417 .
\]

The functional would take a one-electron region for something beyond the uniform gas. No magnetic field is involved: the current alone causes the error.

**(e) Should the subtraction use the total current or each spin separately?**

*Solution.* Write \(\mathbf u_\sigma=\mathbf j_\sigma/n_\sigma\), and let \(n\) and \(\mathbf j\) be spin totals in this part. Then

\[
\sum_\sigma\frac{|\mathbf j_\sigma|^2}{2n_\sigma}-\frac{|\mathbf j|^2}{2n}
=\frac{n_\uparrow u_\uparrow^2+n_\downarrow u_\downarrow^2}{2}-\frac{|n_\uparrow\mathbf u_\uparrow+n_\downarrow\mathbf u_\downarrow|^2}{2n}
=\frac{n_\uparrow n_\downarrow}{2n}|\mathbf u_\uparrow-\mathbf u_\downarrow|^2\ge0 .
\]

For the last equality, put the middle expression over \(2n\) with \(n=n_\uparrow+n_\downarrow\); the terms \(n_\sigma^2u_\sigma^2\) cancel. Both forms are invariant under the common gauge change, since it shifts both velocities equally. They differ when the two spins drift differently. Exchange acts within each spin, and part (c) was derived for one spin, so exchange needs the separate subtraction. Below, correlation receives the sum of the two \(\tilde\tau_\sigma\), which is a choice. With spin–orbit coupling or noncollinear magnetization, the orbitals mix the spins and this separation no longer suffices.

**(f) Derive the Kohn–Sham operator that comes from \(E=\int f(n,\tilde\tau)\,d^3r\). What does it do to the continuity equation?**

*Solution.* Let \(v_\tau=\partial f/\partial\tilde\tau\), \(f_n=\partial f/\partial n\) and \(\mathbf u=\mathbf j/n\). Vary \(\varphi_i^*\) with \(\varphi_i\) fixed. Since \(\mathbf j=\frac1{2i}\sum_i(\varphi_i^*\nabla\varphi_i-\varphi_i\nabla\varphi_i^*)\),

\[
\begin{aligned}
\delta\tilde\tau&=\delta\tau-\mathbf u\cdot\delta\mathbf j+\tfrac12u^2\delta n\\
&=\tfrac12\nabla\delta\varphi_i^*\cdot\nabla\varphi_i+\tfrac i2\mathbf u\cdot(\delta\varphi_i^*\nabla\varphi_i-\varphi_i\nabla\delta\varphi_i^*)+\tfrac12u^2\delta\varphi_i^*\varphi_i\\
&=\tfrac12[(\mathbf p-\mathbf u)\delta\varphi_i]^*\cdot(\mathbf p-\mathbf u)\varphi_i .
\end{aligned}
\]

The last line follows on multiplying out \((i\nabla\delta\varphi_i^*-\mathbf u\,\delta\varphi_i^*)\cdot(-i\nabla\varphi_i-\mathbf u\varphi_i)\). Multiply by \(v_\tau\) and integrate by parts; the boundary terms vanish for localized or periodic orbitals. The operator is

\[
\hat h_{xc}=f_n+\tfrac12(\mathbf p-\mathbf u)\cdot v_\tau(\mathbf p-\mathbf u).
\]

A dependence on \(\nabla n\) would change only the multiplicative part. Under a gauge change \(\mathbf u\to\mathbf u-\nabla\chi\), so \((\mathbf p-\mathbf u')e^{-i\chi}\varphi=e^{-i\chi}(\mathbf p-\mathbf u)\varphi\): the Kohn–Sham equation keeps its form.

For the continuity equation, let \(i\partial_t\varphi_i=\hat h\varphi_i\), so that \(\partial_tn=2\operatorname{Im}\sum_i\varphi_i^*\hat h\varphi_i\). Real multiplicative terms give nothing. With \(\mathbf w_i=(\mathbf p-\mathbf u)\varphi_i\), the product rule gives

\[
\varphi_i^*(\mathbf p-\mathbf u)\cdot(v_\tau\mathbf w_i)=-i\nabla\cdot(v_\tau\varphi_i^*\mathbf w_i)+v_\tau|\mathbf w_i|^2 .
\]

The second term is real. The contribution of \(\hat h_{xc}\) is therefore

\[
\partial_tn\big|_{xc}=-\nabla\cdot\Big(v_\tau\operatorname{Re}\sum_i\varphi_i^*\mathbf w_i\Big)=-\nabla\cdot[v_\tau(\mathbf j-n\mathbf u)]=0 .
\]

With plain \(\tau\), the operator has \(\mathbf u=0\) and the result is \(-\nabla\cdot(v_\tau\mathbf j)\). Density then moves with a current other than the physical \(\mathbf j+n\mathbf A\).

A one-dimensional ring shows the size this can take. For the orbitals \(e^{ix}(1+0.3\cos x)\) and \(0.6e^{-2ix}+0.4\sin x\), with the model form \(f=-n^2/(n+t)\), where \(t\) is \(\tau\) or \(\tilde\tau\), the largest false rate is 0.34 atomic units for \(\tau\) and \(10^{-13}\), which is rounding, for \(\tilde\tau\).

**(g) A silicon atom sits in a field of 10 T. Estimate how much an uncorrected meta-GGA energy changes when the gauge origin is moved by a distance \(R\) perpendicular to the field.**

*Solution.* For origin \(\mathbf R\), \(\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf R)\). Moving the origin from the atom to \(\mathbf R\) adds the constant \(\nabla\chi=-\tfrac12\mathbf B\times\mathbf R\), of magnitude \(g=BR/2\). Take a determinant of real orbitals, so that \(\mathbf j_\sigma=0\) before the move. Part (a) gives \(\tau_\sigma'=\tau_\sigma+\tfrac12n_\sigma g^2\), and to leading order in \(g^2\)

\[
\Delta E\simeq\tfrac12g^2\sum_\sigma\int v_{\tau\sigma}n_\sigma\,d^3r .
\]

The orbitals are PBE orbitals in the cc-pVQZ basis, from a triplet atom with the two 3p electrons spread evenly over the three 3p orbitals. They are held fixed apart from the gauge phase. The state has \(3p_x\) and \(3p_z\) occupied. For r²SCAN the sum of integrals is 0.4767. Diffuse or uncontracted basis sets raise it by up to 0.0014, which moves the 1000 nm values below by up to 3 meV. At \(R=100\) nm, \(g=0.0402\), so

\[
\Delta E\simeq\tfrac12(0.0402)^2(0.4767)=3.85\times10^{-4}\ \text{hartree}=10.5\ \text{meV}.
\]

Direct evaluation with the transformed orbitals gives:

- \(R=10\) nm: 0.105 meV
- \(R=100\) nm: 10.5 meV
- \(R=1000\) nm: 1040 meV, against 1048 meV from the quadratic formula

With \(\tilde\tau\) all three changes are 0.0000 meV to the digits printed. The physics is the same in every row, so the uncorrected numbers are pure error.

A field of 10 T belongs to a laboratory magnet; it is far above what a working chip meets. The lengths are roughly those of a transistor feature up to a small device. For this real determinant the error vanishes when the origin is on the nucleus; for an atom that carries current, an error remains even without a field, as part (h) shows. Well-separated atoms in one sample do not in general all lie on the line through the origin parallel to the field, where \(\mathbf A=0\). The error then acts as a false energy growing as the square of the distance from that line while \(g\) is small. The physical field effects left out are much smaller than the error at 1000 nm: the orbital Zeeman energy for \(L_z=1\) is 0.58 meV, the spin Zeeman energy for \(S_z=1\) is 1.16 meV, and the diamagnetic energy is about \(10^{-4}\) meV. A self-consistent uncorrected calculation would let the orbitals respond to the false term, which could alter these values.

**(h) Without a field, compare the silicon determinants \(3p_{+1}3p_0\) and \(3p_x3p_z\), both with parallel spins. What should their energy difference be, and what do the functionals give?**

*Solution.* Two parallel-spin electrons in a p shell have an antisymmetric spatial function. The antisymmetric product of two vectors transforms as a vector, so both determinants belong to \(L=1\), the term \(^3P\). The filled shells are spherical and the radial functions are common to both. Without spin–orbit coupling the Hamiltonian is rotationally invariant, and its expectation value must be equal in the two states. With exact exchange the computed difference is indeed zero to the four decimals printed in meV.

The densities differ, however: one is axially symmetric about \(z\), the other has its empty orbital along \(y\). The Hartree energies differ too, and an approximate functional need not compensate. The energy of the current-carrying state minus that of the real one, with fixed PBE orbitals, is:

- PBE, which has no \(\tau\): 22 meV
- TPSS: 90 meV with \(\tau\), 55 meV with \(\tilde\tau\)
- r²SCAN: 144 meV with \(\tau\), 53 meV with \(\tilde\tau\)

Each value is an error relative to the required zero. The correction leaves the real state untouched, because there \(\mathbf j=0\). In the other state it removes \(\int|\mathbf j|^2/(2n)\,d^3r=1.237\) eV from the integrated kinetic-energy density (the aug-cc-pVTZ basis gives 0.004 eV less). The r²SCAN energy responds by \(143.9-53.3=90.6\) meV, or 7% of that amount; the TPSS energy responds by 34.6 meV, or 3%.

Gauge invariance thus reduces the error of both meta-GGAs here but does not remove it. Finer integration and the step from cc-pVTZ to cc-pVQZ move the r²SCAN values by at most 1.3 meV, and Hartree–Fock orbitals instead of PBE ones by at most 2.3 meV. A large uncontracted basis lowers the TPSS values by 1.3 and 0.9 meV and the PBE value by 0.5 meV. Relaxing the orbitals separately for each state matters more: in PBE with cc-pVTZ it raises the splitting from 22 to 53 meV. The zero derived above for one determinant rests on spherical filled shells and shared radial functions, and separate relaxation gives these up. On orbitals relaxed in PBE with aug-cc-pVTZ, exact exchange itself gives about 54 meV. On the same orbitals TPSS gives about 122 meV with \(\tau\) and 87 meV with \(\tilde\tau\), and r²SCAN about 191 and 102 meV. The remainders near 50 meV are therefore values for fixed orbitals, and their self-consistent counterparts were not computed. The ranking of PBE against the corrected meta-GGAs should not be read from this list.

The free atom is the reference for the cohesive energy of silicon, roughly 4 to 5 eV per atom, so 0.09 eV is about 2% of it. Real orbitals avoid the current term in this field-free atom. A real silicon atom also has spin–orbit coupling, which mixes and splits the states compared here. Its 3p constant, estimated with the unscreened nuclear charge, is 23 meV in cc-pVQZ and 24 meV in a large uncontracted basis; screening by the charge of the other electrons lowers it to about 20 meV. This is comparable with the splittings above, so the required zero applies to the atom without that coupling and is not a statement about measured levels. Apart from the values in diffuse or uncontracted basis sets and the screened spin–orbit estimate, the values computed for the examples are in the numerical output; the cohesive energy is quoted only for scale.

## Values computed for the example and the checks

```
Model orbitals at (0.5,-0.3,0.4) bohr, atomic units
density n = 0.970784, tau_W = 0.005019
tau before, after gauge change = 1.029967, 0.987077
|j| before, after = 0.534060, 0.449383
tau_c before, after = 0.883066, 0.883066
largest tau_c change, 21 points = 1.4e-10 a.u.
largest hole-coefficient error = 1.1e-08 a.u.
Hydrogen 2p(+1), 2 bohr from the axis, z = 0
n = 2.692410e-03, tau = 3.365512e-04 a.u.
tau_W = 1.445952e-27, tau_unif = 2.374965e-04 a.u.
alpha without, with current term = 1.4171, 0.0000
Ring: largest false density rate from the tau operator
without, with current term = 0.3438, 1.2e-13 a.u.
Silicon atom, 3P term, frozen PBE orbitals, cc-pVQZ
electrons = 14.00000, L_z = 1.00000 hbar
integral of j^2/(2n) = 1.2372 eV
Splitting E(current) - E(real); exact value is zero
exact exchange (cc-pVTZ) = -0.0000 meV
PBE = 22.36 meV
TPSS without current term = 89.77 meV
TPSS with current term = 55.13 meV
r2SCAN without current term = 143.92 meV
r2SCAN with current term = 53.27 meV
Shifts of r2SCAN splitting (without, with current term)
grid 75x302 to 100x590: -0.099, -0.137 meV
basis cc-pVTZ to cc-pVQZ: 0.910, 1.283 meV
PBE to HF orbitals, cc-pVTZ: -2.329, -0.225 meV
PBE splitting frozen, relaxed (cc-pVTZ) = 22.09, 52.70 meV
Gauge origin moved, B = 10 T, r2SCAN, real state
sum of integrals of v_tau n = 0.47674
10 nm: g = 0.00402 a.u., quadratic = 0.1048 meV
  without = 0.1048, with current term = 0.0000 meV
100 nm: g = 0.04020 a.u., quadratic = 10.4811 meV
  without = 10.5123, with current term = 0.0000 meV
1000 nm: g = 0.40198 a.u., quadratic = 1048.1147 meV
  without = 1039.8660, with current term = 0.0000 meV
Left out of the example
3p spin-orbit constant, bare nucleus = 22.71 meV
orbital Zeeman energy = 0.5788 meV
spin Zeeman energy, S_z = 1, g = 2: 1.1577 meV
diamagnetic energy = 1.23e-04 meV
```
